\section*{Signed hyperfine matrices of Kramers doublets in the g-tensor pseudospin frame}

\section{Definitions and conventions}

Consider an odd number of electrons and a Kramers doublet separated from all other levels by energies large compared with the Zeeman and hyperfine couplings. The couplings are kept to first order, so only their projections on the doublet matter. The Zeeman and hyperfine operators are
\begin{equation}
H_Z=\mu_B\sum_k B_kM_k,\qquad M_k=L_k+g_eS_k,\qquad H_{\rm hf}=\sum_k I_kF_k ,
\end{equation}
where $g_e>0$ and $F_k$ acts on the electrons. In an orthonormal basis $|1\rangle,|2\rangle$ of the doublet let $\sigma_l$ be the Pauli matrices and $s_l=\sigma_l/2$ the pseudospin. From here on $M_k$ and $F_k$ also denote the projected $2\times2$ matrices.

Both operators are odd under time reversal $T$. Since $T$ is antiunitary, an odd Hermitian operator $X$ obeys $\langle T\phi|X|T\phi\rangle=-\langle\phi|X|\phi\rangle$. The states $\phi$ and $T\phi$ span the doublet, so the trace of $X$ vanishes and no unit matrix appears:
\begin{equation}
M_k=\sum_l g_{kl}s_l,\qquad F_k=\sum_l A_{kl}s_l .
\label{eq:def}
\end{equation}
Rows refer to laboratory axes and columns to pseudospin axes. Because $\mathrm{Tr}(s_m\sigma_l)=\delta_{ml}$,
\begin{equation}
g_{kl}=\mathrm{Tr}(M_k\sigma_l),\qquad A_{kl}=\mathrm{Tr}(F_k\sigma_l).
\label{eq:trace}
\end{equation}

\section{What the naive scheme loses}

Equation~(\ref{eq:trace}) can be evaluated as soon as the doublet is known, but its result depends on the basis. A diagonalization returns an arbitrary pair of orthonormal states. A change $|i'\rangle=\sum_j|j\rangle U_{ji}$ turns each projected matrix $X$ into $U^\dagger XU$, and
\begin{equation}
U^\dagger s_lU=\sum_mR_{lm}s_m,\qquad R^TR=1,\quad \det R=1,
\end{equation}
so that $g\to gR$ and $A\to AR$. The overall phase of $U$ has no effect. The raw elements of $A$ therefore have no meaning until the pseudospin axes have been fixed.

The obvious remedy is a product from which $R$ cancels. With $\mathrm{Tr}(s_ms_n)=\delta_{mn}/2$,
\begin{equation}
2\,\mathrm{Tr}(F_kF_l)=2\sum_{mn}A_{km}A_{ln}\tfrac12\delta_{mn}=(AA^T)_{kl}.
\end{equation}
Its eigenvalues are squares $a_i^2$, so the signs are gone. The loss is in fact larger. Suppose $A$ is invertible and $BB^T=AA^T$. Then $Q=A^{-1}B$ satisfies
\begin{equation}
QQ^T=A^{-1}BB^T(A^T)^{-1}=A^{-1}AA^T(A^T)^{-1}=1 .
\end{equation}
Every $B=AQ$ with orthogonal $Q$ is compatible with the product. Three continuous angles and the sign of a determinant are missing, and not merely a list of signs.

One may still try to rebuild a symmetric matrix from the eigenvectors $U_a$ of $AA^T$,
\begin{equation}
A_{\rm guess}=U_a\,\mathrm{diag}(\epsilon_1a_1,\epsilon_2a_2,\epsilon_3a_3)\,U_a^T,\qquad \epsilon_i=\pm1 .
\label{eq:guess}
\end{equation}
All eight candidates are symmetric, so none can be right if $A$ is not symmetric in the chosen pseudospin frame. If $A$ is symmetric there, then $AA^T=A^2$, and one choice of signs succeeds, with suitable eigenvectors if some $a_i$ coincide. By polar decomposition, a proper rotation of the pseudospin can make any $A$ symmetric, but the same rotation acts on $g$ and in general leaves it unsymmetric. A frame in which both are symmetric exists if one choice of laboratory and pseudospin axes makes both $g$ and $A$ diagonal. Common eigenvectors of $gg^T$ and $AA^T$ do not ensure this, because they say nothing about the pseudospin axes.

\section{Letting $g$ fix the frame}

The rotation $R$ acts on $g$ and $A$ together, so their relative orientation survives in the mixed product
\begin{equation}
C_{kl}=2\,\mathrm{Tr}(F_kM_l)=(Ag^T)_{kl}.
\end{equation}
Together with $G=gg^T$, whose elements are $2\,\mathrm{Tr}(M_kM_l)$, it determines $A$ once a form of $g$ has been agreed upon. For $\det g\neq0$,
\begin{equation}
A=C(g^T)^{-1}=C\,(gg^T)^{-1}g .
\label{eq:main}
\end{equation}
The second form follows from $(gg^T)^{-1}g=(g^T)^{-1}g^{-1}g$. The matrix $Ag^{-1}=CG^{-1}$ needs no frame at all.

It remains to choose $g$. A proper rotation cannot change $\det g$, so its sign must be kept. It can be read from a triple product. Using $[s_b,s_c]=i\sum_d\epsilon_{bcd}s_d$,
\begin{align}
\mathrm{Tr}(M_x[M_y,M_z])
&=\sum_{abcd}g_{xa}g_{yb}g_{zc}\,i\epsilon_{bcd}\,\mathrm{Tr}(s_as_d)\nonumber\\
&=\frac{i}{2}\sum_{abc}\epsilon_{abc}\,g_{xa}g_{yb}g_{zc}=\frac{i}{2}\det g ,
\end{align}
hence $\det g=2\,\mathrm{Im}\,\mathrm{Tr}(M_x[M_y,M_z])$. The same identity with $F$ gives $\det A$.

Now diagonalize $G=W\,\mathrm{diag}(\gamma_i^2)\,W^T$ with $\det W=1$. Give all three $\gamma_i$ the sign $\eta$ of $\det g$, write $\Gamma=\mathrm{diag}(\gamma_i)$, and set
\begin{equation}
R=g^TW\Gamma^{-1}.
\end{equation}
This is a permitted change of pseudospin axes, because
\begin{equation}
R^TR=\Gamma^{-1}W^TGW\Gamma^{-1}=1,\qquad
\det R=\frac{\det g}{\det\Gamma}=\frac{\eta|\det g|}{\eta^3|\det g|}=1 .
\end{equation}
In the new axes
\begin{equation}
W^TgR=W^TGW\Gamma^{-1}=\Gamma,\qquad
A'=W^TAR=W^TCW\Gamma^{-1}.
\label{eq:frame}
\end{equation}
The full matrix $A'$ is the result to report, with $W$ and $\Gamma$. Written on laboratory axes, the same choice is $g=W\Gamma W^T=\eta G^{1/2}$ and $A=WA'W^T$. This form remains unique when two $g$ values coincide and $W$ is not unique.

A rotation of the pseudospin by $\pi$ about one axis reverses two columns of both $g$ and $A$. The individual signs of $\gamma_i$ are therefore conventional, while the ratios $A'_{ii}/\gamma_i$ are not affected. A sign of a hyperfine component has meaning only with the sign convention for $g$ beside it.

Equation~(\ref{eq:frame}) divides column $i$ by $\gamma_i$, so small $g$ values amplify errors in $C$. If one $\gamma_i$ vanishes, two columns of $R$ can still be built, with both remaining $\gamma$ taken positive by convention, and their cross product supplies the third. If two vanish, a rotation of the pseudospin about the remaining axis leaves $g$ unchanged. The $g$ tensor then cannot fix the transverse columns of $A$, and a further convention is needed.

\section{The operators in spin-orbit state interaction}

The doublet comes from diagonalizing the spin-orbit operator among spin-free states $|aSM\rangle$ with energies $E_a$. It is enough to compute these states for $M=\tfrac12$. Let $o$ be a spatial one-electron operator and $T_q=\sum_i o(i)s_q(i)$ with $s_0=s_z$ and $s_{\pm1}=\mp(s_x\pm is_y)/\sqrt2$; in this paragraph $s$ is the true electron spin. The Wigner--Eckart theorem puts all dependence on $M$, $M'$ and $q$ into a Clebsch--Gordan coefficient. Dividing by the known case gives
\begin{equation}
\langle aSM|T_q|bS'M'\rangle=
\langle aS\tfrac12|T_0|bS'\tfrac12\rangle\,
\frac{\langle S'M'\,1q|SM\rangle}{\langle S'\tfrac12\,10|S\tfrac12\rangle}.
\label{eq:we}
\end{equation}
The denominator is safe for half-integer spins: for $S=S'$ it equals $\tfrac12/\sqrt{S(S+1)}$, and for $|S-S'|=1$ its magnitude is $\sqrt{(S_>^2-\tfrac14)/[S_>(2S'+1)]}$, where $S_>$ is the larger spin. Cartesian components follow from
\begin{equation}
s_x=\frac{s_{-1}-s_{+1}}{\sqrt2},\qquad s_y=\frac{i(s_{-1}+s_{+1})}{\sqrt2}.
\end{equation}
Purely spatial operators such as $L_k$ are diagonal in $S$ and $M$.

For a single open $d$ shell with one radial function the matrix to diagonalize is
\begin{equation}
H=E_a\delta_{ab}\delta_{SS'}\delta_{MM'}+\zeta\sum_k\Big\langle aSM\Big|\sum_i l_k(i)s_k(i)\Big|bS'M'\Big\rangle .
\end{equation}
The same eigenvectors must be used to project $M_k$ and $F_k$. Calculating the two tensors in separately phased doublets would destroy the relation between their columns.

The sign of $F_k$ must also be traced. In atomic units the nuclear moment is $\boldsymbol\mu=g_N\mathbf I/(2m_p)$, and its vector potential is $\alpha^2\boldsymbol\mu\times\mathbf r/r^3$. The term linear in it in the kinetic energy is $\alpha^2\boldsymbol\mu\cdot\mathbf l/r^3$. The electron spin moment is $-(g_e/2)\mathbf s$. Its dipole field at the nucleus, inserted in $-\boldsymbol\mu\cdot\mathbf B$, gives $+\alpha^2(g_e/2)\,\boldsymbol\mu\cdot[3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf s)-\mathbf s]/r^3$. Hence
\begin{align}
F_k&=P\Big[L_k+\frac{g_e}{2}\sum_{i,l}(3\hat r_k\hat r_l-\delta_{kl})_i\,s_l(i)-\kappa S_k\Big],\label{eq:F}\\
P&=\frac{\alpha^2g_N\langle r^{-3}\rangle}{2m_p}.
\end{align}
A $d$ orbital has no density at the nucleus. The last term in (\ref{eq:F}) is a model for contact coupling through the polarized core.

\section{Where the signs become visible}

A test of the signs must use a property that depends on them. Consider
\begin{equation}
H_{\rm eff}=\mathbf b^Tg\,\mathbf s+\mathbf I^TA\,\mathbf s+\mathbf c^T\mathbf I,\qquad \mathbf b=\mu_B\mathbf B .
\end{equation}
If $\mathbf c=0$, a unitary rotation of the nuclear spin replaces $A$ by $QA$, with $\det Q=1$, and leaves all levels unchanged. Reversing two rows of $A$ is such a rotation and cannot be detected. A direct nuclear term reduces this freedom to rotations about $\mathbf c$.

The strong-field limit shows which combination then enters. If the electron term dominates, the pseudospin points along $\pm\mathbf v$ with $\mathbf v=g^T\mathbf b$, and the nucleus sees $\mathbf c\pm\tfrac12A\mathbf v/|\mathbf v|$. Since $A\mathbf v=Ag^T\mathbf b=C\mathbf b$, the squared nuclear splitting for $I=\tfrac12$ is
\begin{equation}
\Delta_\pm^2=|\mathbf c|^2+\frac{|C\mathbf b|^2}{4\,\mathbf b^TG\mathbf b}\pm\frac{\mathbf c^TC\mathbf b}{\sqrt{\mathbf b^TG\mathbf b}} .
\end{equation}
Only the last term is linear in $C$. Replacing $C$ by $-C$ exchanges $\Delta_+$ and $\Delta_-$, so the two frequencies give the sign only if it is known which pseudospin orientation each belongs to.

In a real field $\mathbf c$ contains more than the nuclear Zeeman term. In second order, $H_Z$ and $H_{\rm hf}$ acting through excited doublets give a cross term bilinear in $\mathbf B$ and $\mathbf I$. Its electronic factor is even under time reversal, hence proportional to the unit matrix in the doublet, so it acts as an addition to $\mathbf c$. Its size is of order $\mu_BBF/\Delta$ for excitation energy $\Delta$. Unless this is small compared with the nuclear Zeeman energy, it has to be included before signs are inferred from measured nuclear frequencies.

At zero field both spins can be rotated freely, so besides the magnitudes $a_i$ only the sign of $\det A$ can affect the levels. Write $A=U\,\mathrm{diag}(\tilde a_i)V^T$ with proper $U$ and $V$, so that $\tilde a_1\tilde a_2\tilde a_3=\det A$. Rotating both spins gives, for $I=\tfrac12$ with nuclear Pauli matrices $\tau_i$,
\begin{equation}
H_0=\frac14\sum_i\tilde a_i\tau_i\sigma_i .
\end{equation}
The three products $\tau_i\sigma_i$ commute, have eigenvalues $e_i=\pm1$, and multiply to $(\tau_x\tau_y\tau_z)(\sigma_x\sigma_y\sigma_z)=i\cdot i=-1$. The levels are therefore
\begin{equation}
E=\tfrac14(e_1\tilde a_1+e_2\tilde a_2+e_3\tilde a_3),\qquad e_1e_2e_3=-1 .
\label{eq:zero}
\end{equation}
Replacing $A$ by $-A$ turns this pattern upside down although $AA^T$ is the same. If one $\tilde a_i$ vanishes, the pattern is symmetric and the difference disappears.

\section{A $d^7$ ion in a tilted field}

The example is a model $d^7$ ion with $F^2=8$~eV, $F^4=5$~eV and $\zeta=0.06$~eV. Three pairs of opposite ligands act through $\sigma$ and $\pi$ ligand-field parameters along axes that are not mutually orthogonal. The remaining parameters are $g_N=1$, $\kappa=0.4$ and $\langle r^{-3}\rangle=40$~\AA$^{-3}$, which give $P=2.339~\mu$eV. The numerical output lists all parameters of the model. The model leaves out covalency, differences between the radial functions of the $d$ orbitals, and hyperfine coupling to ligand nuclei.

There are 10 quartets and 40 doublets, hence $10\times4+40\times2=120$ spin-orbit states. Their energies, and the invariants $G$, $C$ and $AA^T$, were tested against a direct calculation in the complete determinant space, which does not use (\ref{eq:we}). The first excited Kramers doublet lies 24.4~meV above the lowest one. The largest hyperfine component, $4.64~\mu$eV, is $1.9\times10^{-4}$ of this gap, so the first-order treatment is appropriate for the hyperfine coupling.

The principal $g$ values are $1.101$, $1.440$ and $8.727$. In the frame of (\ref{eq:frame}),
\begin{equation}
A'=\begin{pmatrix}-0.451&0.038&-0.056\\0.043&-0.052&0.038\\-0.010&0.010&4.636\end{pmatrix}\ \mu{\rm eV}.
\end{equation}
The diagonal elements correspond to $-109$, $-12.5$ and $1121$~MHz. A different orthonormal basis of the same doublet changed an element of the raw $A$ by as much as $3.75~\mu$eV, while the fixed-frame matrix passed a test of invariance.

The orbital, dipolar and contact parts explain the signs:
\begin{align}
A'_{11}&=0.1199-0.0806-0.4906=-0.4513,\nonumber\\
A'_{22}&=0.4838+0.0405-0.5760=-0.0517,\\
A'_{33}&=7.043+0.263-2.670=4.636,\nonumber
\end{align}
all in $\mu$eV. Along the third axis the orbital part is $7.043/2.339=3.01$ in units of $P$, and the spin part is $2.670/(0.4\times2.339)=2.85$. With $g_e\simeq2.0$ they add to $3.01+2.0\times2.85\simeq8.7$, the large $g$ value. The positive $A'_{33}$ and the large $g$ thus have a common orbital contribution.

The second diagonal element is a small difference of larger terms. Since $\kappa$ enters neither $H$ nor $g$, it changes only the contact part, and linearly. Within this model $A'_{22}$ vanishes at
\begin{equation}
\kappa=0.4\times\frac{0.4838+0.0405}{0.5760}\simeq0.36 .
\end{equation}
A modest change of the contact model reverses this sign, so the sign is less secure than the other two.

The product $AA^T$ yields the magnitudes $0.048$, $0.456$ and $4.636~\mu$eV. The first differs from $|A'_{22}|$ because $A'$ is not diagonal. Nor is $A'$ symmetric: $A'_{13}=-0.056$ but $A'_{31}=-0.010~\mu$eV. All eight matrices (\ref{eq:guess}) were therefore expected to fail. They were compared with levels from the determinant space for $I=\tfrac12$, with weak probe couplings in which the largest elements of $A/P$, $\mathbf b$ and $\mathbf c$ are of order one. In probe units $\mathbf b=(0.6,-0.5,0.8)$ and $\mathbf c=(0.7,0.9,-0.4)$. This $\mathbf c$ is a freely chosen probe, not a laboratory nuclear Zeeman energy. In units of the common probe strength the fixed-frame $A$ has a largest level error of $1.6\times10^{-8}$, and the best guess $3.7\times10^{-4}$. The error of the best guess is small for this probe field, but its signs are wrong. In order of increasing magnitude they are $(+,-,+)$, whereas the diagonal elements of the true $A$ along the same axes $U_a$ have the signs $(-,-,+)$. Choosing among the eight candidates by these levels would thus give the smallest component the wrong sign. For randomly chosen probe fields the candidate $(-,-,+)$ fits best in most cases but not in all, so a choice made at one field is not reliable. Reversing two rows of $A$ changes no level when $\mathbf c=0$. With $\mathbf c$ present, reversing the $x$ and $y$ rows on laboratory axes changes a level by $0.39$ probe units. The size depends strongly on the rows: reversing the first two rows of $A'$, the two small ones, changes a level by only $0.007$.

At zero field $\det A=0.101~\mu{\rm eV}^3$ is positive, so all $\tilde a_i$ can be taken positive. Equation~(\ref{eq:zero}) gives for the lowest level
\begin{equation}
-\tfrac14(0.0477+0.4555+4.6362)=-1.285~\mu{\rm eV},
\end{equation}
and the determinant calculation, with its four levels measured from their mean, gives the same value to this accuracy. For $-A$ the lowest level would be $-1.261~\mu$eV. The difference, $0.024~\mu$eV, is half the smallest magnitude. The sign of the determinant is hard to see here because one $\tilde a_i$ is close to zero.

Keeping only the quartets in the state interaction changes the diagonal of $A'$ to $-0.406$, $-0.063$ and $4.774~\mu$eV. Relative to the complete calculation the magnitudes change by $-10\%$, $+22\%$ and $+3\%$. The signs survive this truncation, and the element formed by cancellation has the largest relative change, although its absolute change, $0.011~\mu$eV, is the smallest of the three.

\section{The orthorhombic case}

Now let the three ligand axes be orthogonal. A rotation $D$ by $\pi$ about one of them commutes with $H$ and maps the lowest doublet onto itself. It transforms $F_k$ and $M_k$ as vectors without changing traces, so $DCD^T=C$ and $DGD^T=G$. For $D=\mathrm{diag}(1,-1,-1)$ this gives $C_{12}=-C_{12}=0$ and $C_{13}=0$; a second rotation removes the other off-diagonal elements. Both $G$ and $C$ are diagonal, and by (\ref{eq:main}) so is $A$.

The $g$ values become $2.371$, $4.115$ and $6.401$, and the diagonal of $A'$ is $-0.603$, $0.998$ and $2.719~\mu$eV. Here the magnitudes from $AA^T$ are correct and only signs are missing. Among the eight guesses the choice $(-,+,+)$ reproduces the probe levels to $2.5\times10^{-8}$ probe units, while the next best misses by $2.4\times10^{-2}$. Equation~(\ref{eq:frame}) gives these signs directly and, unlike the search, needs no assumption that $A$ is symmetric.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Slater F2, F4, zeta (eV): 8.000 5.000 0.060
e_sigma per ligand, axes 1 2 3 (eV): 0.45 0.40 0.50
e_pi per ligand, axes 1 2 3 (eV): 0.08 0.05 0.10
tilted ligand axis 1, unnormalized: 1.00 0.15 0.10
tilted ligand axis 2, unnormalized: -0.10 1.00 0.20
tilted ligand axis 3, unnormalized: 0.25 -0.05 1.00
kappa, nuclear g factor: 0.40 1.00
<r^-3> (1/angstrom^3): 40.0
hyperfine scale P (micro-eV): 2.3389
free-ion quartet separation 15B (eV): 1.5986
numbers of quartets, doublets, spin-orbit states: 10 40 120
TILTED FIELD
lowest four quartets, relative (eV): 0.0000 0.0606 0.1986 0.8499
lowest doublet above lowest quartet (eV): 1.0294
lowest Kramers doublets, relative (eV): 0.00000 0.02441 0.08705 0.11908
g principal values: 1.1013 1.4396 8.7265
g axis 1 in laboratory frame: -0.0273 0.9996 0.0059
g axis 2 in laboratory frame: 0.7175 0.0237 -0.6962
g axis 3 in laboratory frame: -0.6961 -0.0148 -0.7178
A in g frame, row 1 (micro-eV): -0.4513 0.0379 -0.0562
A in g frame, row 2 (micro-eV): 0.0432 -0.0517 0.0375
A in g frame, row 3 (micro-eV): -0.0098 0.0096 4.6357
diagonal of A (MHz): -109.1 -12.5 1120.9
orbital part of diagonal (micro-eV): 0.1199 0.4838 7.0432
dipolar part of diagonal (micro-eV): -0.0806 0.0405 0.2628
contact part of diagonal (micro-eV): -0.4906 -0.5760 -2.6703
magnitudes from A A^T (micro-eV): 0.0477 0.4555 4.6362
det A (micro-eV^3): 0.1007
largest change of raw A on basis change (micro-eV): 3.7473
probe-level error, fixed-frame A (probe units): 1.6e-08
probe-level error, best of 8 sign guesses: 3.7e-04
two flipped signs, level change without c.I: 0.0e+00
two flipped signs, level change with c.I: 3.9e-01
zero-field levels, determinants (micro-eV): -1.2848 -1.0333 1.0571 1.2610
zero-field levels, A (micro-eV): -1.2849 -1.0333 1.0571 1.2610
zero-field levels, -A (micro-eV): -1.2610 -1.0571 1.0333 1.2849
quartets only: g principal values: 1.0386 1.2966 8.8094
quartets only: diagonal of A (micro-eV): -0.4063 -0.0630 4.7744
ORTHORHOMBIC FIELD
g principal values: 2.3713 4.1155 6.4007
diagonal of A in g frame (micro-eV): -0.6033 0.9977 2.7192
magnitudes from A A^T (micro-eV): 0.6033 0.9977 2.7192
successful signs, order of these magnitudes: -1 1 1
probe-level error, best sign guess: 2.5e-08
probe-level error, second-best guess: 2.4e-02
\end{verbatim}
